# Real Eigenvalues, S-Orthogonality and Closure in the Ultrasoft Eigenvalue Problem

Suppose some orbitals $\psi_n$ of an ultrasoft-pseudopotential calculation have converged, and a trial vector $f$ for the next one must be cleared of its components along them. Should the code subtract $\psi_n\langle\psi_n|f\rangle$ or $\psi_n\langle\psi_n|S|f\rangle$? The same decision arises when a sum over all states is replaced by a closed expression: is that expression the identity or $S^{-1}$? The theorem below settles both questions.

## Setting and assumptions

We work in a finite orthonormal basis of $N$ functions, for instance the plane waves below a cutoff at one Bloch vector. Vectors are columns of $N$ complex numbers, $\langle f|g\rangle=\sum_i f_i^*g_i$, and a dagger denotes the conjugate transpose. The orbitals solve

$$H|\psi\rangle=\varepsilon\,S|\psi\rangle,\qquad |\psi\rangle\neq0, \tag{1}$$

where $H$ and $S$ are fixed matrices that do not depend on $\varepsilon$. In a self-consistent calculation, the eigenvectors meant are those of one given $H$. Orbitals taken from different iterations belong to different matrices $H$ and are in general not S-orthogonal to each other.

We assume:

- $H=H^\dagger$ and $S=S^\dagger$;
- $S$ is positive definite: $\langle f|S|f\rangle>0$ for every $f\neq0$.

The overlap operator arises because an ultrasoft orbital is smoother than the true one near the nucleus and may carry a different amount of charge there. With one projector $\beta$,

$$S=1+q\,|\beta\rangle\langle\beta|,\qquad b=\langle\beta|\beta\rangle>0, \tag{2}$$

with $q$ real. Then $\langle\psi|S|\psi\rangle=\langle\psi|\psi\rangle+q|\langle\beta|\psi\rangle|^2$: the charge of the smooth orbital plus the augmentation charge. Setting this sum to one makes the orbital hold one electron. The theorem itself does not need the special form (2). It also covers many projectors, provided that the resulting $S$ is Hermitian and positive definite.

**Lemma 1 (positivity for one projector).** The operator (2) is positive definite if and only if $1+qb>0$.

*Proof.* If $\langle\beta|f\rangle=0$, then $Sf=f$. Along the projector, $S\beta=\beta+q\beta\langle\beta|\beta\rangle=(1+qb)\beta$. So $S$ has eigenvalue $1+qb$ along $\beta$ and eigenvalue 1 on everything orthogonal to it. Write $f=a\beta+g$ with $\langle\beta|g\rangle=0$. The cross terms vanish, and

$$\langle f|S|f\rangle=(1+qb)\,b\,|a|^2+\langle g|g\rangle .$$

This is positive for every $f\ne0$ if $1+qb>0$. If $1+qb\le0$, the choice $f=\beta$ violates positivity. ∎

A negative $q$ is therefore allowed, down to but not including $-1/b$.

## The theorem

**Theorem.** Under the assumptions above:

1. Every eigenvalue $\varepsilon$ of (1) is real.
2. Eigenvectors with different eigenvalues satisfy $\langle\psi_m|S|\psi_n\rangle=0$. Within a degenerate level they can be chosen to satisfy it.
3. There are $N$ linearly independent eigenvectors. If they are chosen with $\langle\psi_m|S|\psi_n\rangle=\delta_{mn}$, then

$$\sum_{n=1}^{N}|\psi_n\rangle\langle\psi_n|=S^{-1}. \tag{3}$$

Each term in (3) is an outer product, a matrix with elements $\psi_n(i)\,\psi_n(j)^*$. The sum runs over all $N$ states, occupied and empty.

### Reality

Multiply (1) from the left by $\langle\psi|$:

$$\langle\psi|H|\psi\rangle=\varepsilon\,\langle\psi|S|\psi\rangle .$$

For a Hermitian matrix $A$, $\langle\psi|A|\psi\rangle^*=\langle\psi|A^\dagger|\psi\rangle=\langle\psi|A|\psi\rangle$, so both expectation values are real. The one on the right is also positive, so we may divide by it:

$$\varepsilon=\frac{\langle\psi|H|\psi\rangle}{\langle\psi|S|\psi\rangle}.$$

This is a ratio of real numbers, which proves part 1. Positivity of $S$ served to exclude a zero denominator.

### Orthogonality

Take two solutions, $H\psi_n=\varepsilon_nS\psi_n$ and $H\psi_m=\varepsilon_mS\psi_m$. Multiplying the first by $\langle\psi_m|$ gives

$$\langle\psi_m|H|\psi_n\rangle=\varepsilon_n\langle\psi_m|S|\psi_n\rangle .$$

The adjoint of the second is $\langle\psi_m|H=\varepsilon_m^*\langle\psi_m|S$, because $H$ and $S$ are Hermitian. Part 1 gives $\varepsilon_m^*=\varepsilon_m$. Multiplying by $|\psi_n\rangle$,

$$\langle\psi_m|H|\psi_n\rangle=\varepsilon_m\langle\psi_m|S|\psi_n\rangle .$$

Subtracting the two results,

$$0=(\varepsilon_n-\varepsilon_m)\,\langle\psi_m|S|\psi_n\rangle . \tag{4}$$

If the eigenvalues differ, the second factor must vanish. If they coincide, (4) reads $0=0$ and says nothing about the overlap.

**Lemma 2 (degenerate levels).** Let $f$ and $g$ be independent eigenvectors with the same $\varepsilon$. Then

$$g'=g-f\,\frac{\langle f|S|g\rangle}{\langle f|S|f\rangle} \tag{5}$$

is an eigenvector with that $\varepsilon$, and $\langle f|S|g'\rangle=0$.

*Proof.* Equation (1) is linear at fixed $\varepsilon$, so the combination $g'$ satisfies it. It is not zero, because $f$ and $g$ are independent. Multiplying (5) by $\langle f|S$ gives $\langle f|S|g\rangle-\langle f|S|g\rangle=0$. ∎

For a larger degenerate set, one subtracts from each new vector its components along all the vectors already treated. This is Gram–Schmidt orthogonalization with the inner product $\langle f|S|g\rangle$. Dividing each vector by $\sqrt{\langle\psi|S|\psi\rangle}$ completes the normalization.

### Existence of a full set

We use the ordinary spectral theorem: an $N\times N$ Hermitian matrix has $N$ orthonormal eigenvectors. Applied to $S$, it gives $S=\sum_j s_j|u_j\rangle\langle u_j|$, with $s_j=\langle u_j|S|u_j\rangle>0$. Hence the matrices

$$S^{1/2}=\sum_j\sqrt{s_j}\,|u_j\rangle\langle u_j|,\qquad S^{-1/2}=\sum_j\frac{1}{\sqrt{s_j}}\,|u_j\rangle\langle u_j|$$

exist, are Hermitian and are inverse to each other. Put $\phi=S^{1/2}\psi$, so that $\psi=S^{-1/2}\phi$. Equation (1) becomes $HS^{-1/2}\phi=\varepsilon S^{1/2}\phi$, and multiplication from the left by $S^{-1/2}$ gives

$$A\phi=\varepsilon\phi,\qquad A=S^{-1/2}HS^{-1/2}. \tag{6}$$

Here $A^\dagger=S^{-1/2}H^\dagger S^{-1/2}=A$. The spectral theorem now supplies $N$ orthonormal vectors $\phi_n$. The vectors $\psi_n=S^{-1/2}\phi_n$ solve (1), and

$$\langle\psi_m|S|\psi_n\rangle=\langle\phi_m|S^{-1/2}\,S\,S^{-1/2}|\phi_n\rangle=\langle\phi_m|\phi_n\rangle=\delta_{mn}.$$

They are independent because $S^{-1/2}$ is invertible. The map between $\psi$ and $\phi$ also preserves the number of independent solutions at each $\varepsilon$. A solver that returns a basis of each eigenspace therefore returns $N$ vectors in total, and Lemma 2 followed by normalization makes them S-orthonormal.

### Closure

Let $\Psi$ be the $N\times N$ matrix whose $n$th column is $\psi_n$, for any S-orthonormal full set. The orthonormality conditions are the elements of

$$\Psi^\dagger S\Psi=1. \tag{7}$$

If $\Psi c=0$ for some column $c$, then (7) gives $c=\Psi^\dagger S\Psi c=0$. The columns are therefore independent, and the square matrix $\Psi$ is invertible. Multiply (7) by $(\Psi^\dagger)^{-1}$ from the left and by $\Psi^{-1}$ from the right:

$$S=(\Psi^\dagger)^{-1}\,\Psi^{-1}.$$

Inverting a product reverses the order of its factors, so

$$S^{-1}=\Psi\,\Psi^\dagger .$$

The $(i,j)$ element of the right side is $\sum_n\psi_n(i)\psi_n(j)^*$, which is (3). ∎

This last step used S-orthonormality and the number of vectors, but not equation (1). Any S-orthonormal basis has the same closure sum, so the phases of the orbitals and the choice made within a degenerate level do not matter.

## What the theorem says about projections and sums

**Remark 1 (expansion).** Multiplying (3) from the right by $S$ gives

$$\sum_n|\psi_n\rangle\langle\psi_n|S=1,\qquad f=\sum_n\psi_n\,\langle\psi_n|S|f\rangle . \tag{8}$$

The expansion coefficient contains $S$. Acting with $H$ from the left on the first relation and using $H\psi_n=\varepsilon_nS\psi_n$, we also find $H=\sum_n\varepsilon_n\,S|\psi_n\rangle\langle\psi_n|S$.

**Remark 2 (the opening decision).** Let $f'=f-\sum_n\psi_n\langle\psi_n|S|f\rangle$, summed over the converged states. For each converged $m$,

$$\langle\psi_m|S|f'\rangle=\langle\psi_m|S|f\rangle-\sum_n\delta_{mn}\langle\psi_n|S|f\rangle=0 .$$

This is the required orthogonality. If the coefficient $\langle\psi_n|f\rangle$ is used instead, the remaining overlap is $\langle\psi_m|S|f\rangle-\langle\psi_m|f\rangle$, which for (2) equals $q\langle\psi_m|\beta\rangle\langle\beta|f\rangle$. It vanishes if $q=0$ or if one of the two vectors has no component on the projector, but not in general.

**Remark 3 (partial sums).** A sum over $M<N$ states cannot equal $S^{-1}$. Its result always lies in the space spanned by $M$ vectors, so its rank is at most $M$, whereas the invertible matrix $S^{-1}$ has rank $N$.

**Lemma 3 (inverse for one projector).** If $1+qb>0$, then

$$S^{-1}=1-\frac{q}{1+qb}\,|\beta\rangle\langle\beta| . \tag{9}$$

*Proof.* Let $B=|\beta\rangle\langle\beta|$, so that $B^2=|\beta\rangle\langle\beta|\beta\rangle\langle\beta|=bB$. For a number $c$,

$$(1+qB)(1-cB)=1+(q-c-qcb)B .$$

The bracket vanishes for $c=q/(1+qb)$. For square matrices, a right inverse is the inverse. ∎

Two sum rules follow. Taking the expectation value of (3) in $\beta$ and using (9),

$$\sum_n|\langle\beta|\psi_n\rangle|^2=b-\frac{qb^2}{1+qb}=\frac{b}{1+qb}. \tag{10}$$

The trace of an outer product is $\mathrm{Tr}\,|\psi\rangle\langle\psi|=\langle\psi|\psi\rangle$, and hence

$$\sum_n\langle\psi_n|\psi_n\rangle=N-\frac{qb}{1+qb}. \tag{11}$$

For $q>0$, part of each electron's charge may sit in the augmentation term, and the smooth orbitals together carry less than $N$. For $q<0$ they carry more. As $q\to0$, the ordinary closure relation returns. As $qb\to-1$ from above, the sum (10) grows without bound, because $S$ is becoming singular along $\beta$.

## A two-state example by hand

Take, in hartree for $H$ and with dimensionless $S$,

$$H=\begin{pmatrix}1&i\\-i&2\end{pmatrix},\quad \beta=\begin{pmatrix}1\\1\end{pmatrix},\quad q=\tfrac12,\quad S=\begin{pmatrix}3/2&1/2\\1/2&3/2\end{pmatrix}.$$

Here $b=2$, so the eigenvalues of $S$ are 1 and $1+qb=2$. A nonzero solution of (1) requires $\det(H-\varepsilon S)=0$. The determinant is

$$\left(1-\tfrac32\varepsilon\right)\left(2-\tfrac32\varepsilon\right)-\left(i-\tfrac12\varepsilon\right)\left(-i-\tfrac12\varepsilon\right).$$

The first product is $2-\tfrac92\varepsilon+\tfrac94\varepsilon^2$. In the second the imaginary terms cancel, leaving $1+\tfrac14\varepsilon^2$. Thus

$$2\varepsilon^2-\tfrac92\varepsilon+1=0,\qquad \varepsilon=\frac{4.5\pm\sqrt{20.25-8}}{4}=\frac{4.5\pm3.5}{4}.$$

The levels are $\varepsilon_1=0.25$ and $\varepsilon_2=2$ hartree, both real.

Write the unnormalized vectors as $v=(x,1)$. The first row of (1) gives $(1-\tfrac32\varepsilon)x+i-\tfrac12\varepsilon=0$. The second row is then satisfied too, since the determinant vanishes. Hence

$$x_1=\frac{1-8i}{5},\qquad x_2=\frac{-1+i}{2}.$$

With $\langle\beta|v\rangle=x+1$, the squared S-norms are

$$\langle v_1|S|v_1\rangle=\tfrac{18}{5}+\tfrac12\cdot4=\tfrac{28}{5},\qquad \langle v_2|S|v_2\rangle=\tfrac32+\tfrac12\cdot\tfrac12=\tfrac74 .$$

For the mutual overlap, the two parts of $S$ contribute

$$\langle v_1|v_2\rangle=\frac{(1+8i)(-1+i)}{10}+1=\frac{1-7i}{10},$$

$$q\langle v_1|\beta\rangle\langle\beta|v_2\rangle=\frac12\cdot\frac{6+8i}{5}\cdot\frac{1+i}{2}=\frac{-1+7i}{10}.$$

They cancel, so the vectors are S-orthogonal. They are not orthogonal in the ordinary sense: after S-normalization, $|\langle\psi_1|\psi_2\rangle|=0.2259$.

Dividing each outer product $vv^\dagger$ by its squared S-norm and adding,

$$\frac1{28}\begin{pmatrix}13&1-8i\\1+8i&5\end{pmatrix}+\frac17\begin{pmatrix}2&-2+2i\\-2-2i&4\end{pmatrix}=\begin{pmatrix}3/4&-1/4\\-1/4&3/4\end{pmatrix}.$$

Formula (9), with $q/(1+qb)=1/4$, gives the same matrix for $S^{-1}$. The ordinary squared norms are $9/14$ and $6/7$. Their sum, $3/2$, agrees with (11): $2-1/2$.

## A double level

Degeneracy needs the extra step of Lemma 2. Take three states with $\beta=(1,1,1)$, $q=1/2$, and $H=2S+|e\rangle\langle e|$ in hartree, where $e=(1,0,0)$. Since $(H-2S)v=e\,\langle e|v\rangle$, every vector with vanishing first component has $\varepsilon=2$ hartree. Two such vectors are $f=(0,1,0)$ and $g=(0,0,1)$. They are orthogonal in the ordinary sense, but $\langle f|S|g\rangle=1/2$.

The third eigenvector is $h=(-4,1,1)$. Its components add up to $-2$, so $Sh=h-(1,1,1)=(-5,0,0)$, while $(H-2S)h=(-4,0,0)$. Therefore $\varepsilon-2=4/5$, and $\varepsilon=14/5$ hartree.

If $f$, $g$ and $h$ are merely S-normalized, the second diagonal element of the outer-product sum is $43/60$, whereas that of $S^{-1}$ is $4/5$. Closure fails although each vector is a correct eigenvector. With $\langle f|S|f\rangle=3/2$, equation (5) gives

$$g'=g-\frac{1/2}{3/2}f=\left(0,-\tfrac13,1\right),\qquad \langle g'|S|g'\rangle=\frac32-\frac{(1/2)^2}{3/2}=\frac43 .$$

The contributions of $f$, $g'$ and $h$ to the same element are now

$$\frac23+\frac34\cdot\frac19+\frac1{20}=\frac45 ,$$

where $\langle h|S|h\rangle=20$ was used. The other elements also agree with $S^{-1}$.

## When S is not positive definite

Let $H=\begin{pmatrix}0&1\\1&0\end{pmatrix}$ hartree and $\beta=(0,1)$, so $b=1$.

For $q=-2$, $1+qb=-1$ and $S=\mathrm{diag}(1,-1)$. Then $\det(H-\varepsilon S)=-\varepsilon^2-1$, and the eigenvalues are $\pm i$ hartree. The first row of (1) gives $v=(1,\varepsilon)$, with $\langle v|S|v\rangle=1-|\varepsilon|^2=0$. The division in the proof of reality is then a division by zero.

For $q=-1$, $S=\mathrm{diag}(1,0)$ is singular. The determinant is $-1$ for every $\varepsilon$, so there is no eigenvalue at all, and $S^{-1}$ does not exist.

Positivity is a sufficient condition for real eigenvalues, not a necessary one: for $H=S$ with any invertible $S$, all eigenvalues equal 1. But an S-orthonormal full set does require it. Equation (7) implies $S=(\Psi^{-1})^\dagger\Psi^{-1}$, and so $\langle f|S|f\rangle$ is the squared length of $\Psi^{-1}f$, positive for $f\neq0$. If the matrix $S$ has a negative or zero eigenvalue, no full S-orthonormal set exists, however carefully one orthogonalizes; the matrix $S$ has to change. For one projector, Lemma 1 shows that positivity depends only on the product $qb$, and $b$ depends on $\beta$ and on the basis in which $\beta$ is expanded.

## A plane-wave model

A one-dimensional cell of 8 bohr with 21 plane waves shows the theorem in a plane-wave basis, for a model with a single projector and a fixed nonlocal coefficient. The Bloch vector is 0.3 of the reciprocal-lattice spacing. The Hamiltonian contains the kinetic energy, the potential $V_0\cos(2\pi x/8)$ with $x$ in bohr and $V_0=0.3$ hartree, and a nonlocal term $D|\beta\rangle\langle\beta|$ with $D=-0.5$ hartree. The projector is a normalized Gaussian proportional to $\exp[-(x-x_0)^2/2w^2]$ with $x_0=3$ bohr and $w=0.5$ bohr, so that $b=1.000$ in this basis, and $q=0.4$. These are round model parameters.

The eigenvalues of $S$ lie between 1 and 1.4, so the theorem applies. The numerical check solves (1) with a general algorithm that is not told that the matrices are Hermitian. The four lowest levels are $-0.301$, $0.146$, $0.504$ and $0.850$ hartree. The imaginary parts of the levels (in hartree) and the elements of the difference between the closure sum and $S^{-1}$ are at the level of rounding error, below about $10^{-14}$. The closure sum differs from the identity by up to 0.062 in a single element, far above rounding error.

Sum rule (10) predicts $1/1.4=0.7143$ for the total projector weight. Every term in it is non-negative, so partial sums can only rise toward this value:

| Lowest states included | $\sum_n\lvert\langle\beta\vert\psi_n\rangle\rvert^2$ |
|---:|---:|
| 1 | 0.4984 |
| 3 | 0.5930 |
| 5 | 0.6616 |
| 10 | 0.7123 |
| 21 | 0.7143 |

Ten states already give 99.7% of the total for this quantity, though by Remark 3 their outer-product sum is not $S^{-1}$. How fast a truncated sum converges depends on the vector between which it is taken; the theorem fixes the end point.

That end point belongs to the chosen finite basis. A Hamiltonian on all space can have a continuous spectrum, whose states are not normalizable, and the discrete sum (3) cannot be carried over to it unchanged.

## Table of computed values

```
TWO-STATE PROBLEM
H (hartree): [[1, I], [-I, 2]]
beta: [1, 1]  q: 1/2
S: [[3/2, 1/2], [1/2, 3/2]]
eigenvalues of S: [1, 2]
det(H - eps S): 2*eps**2 - 9*eps/2 + 1
level 1 (hartree): 1/4 = 0.25
  unnormalized vector: [1/5 - 8*I/5, 1]
  its S-norm squared <v|S|v>: 28/5
  outer product, S-normalized: [[13/28, 1/28 - 2*I/7], [1/28 + 2*I/7, 5/28]]
  ordinary norm squared of psi: 9/14
level 2 (hartree): 2 = 2.0
  unnormalized vector: [-1/2 + I/2, 1]
  its S-norm squared <v|S|v>: 7/4
  outer product, S-normalized: [[2/7, -2/7 + 2*I/7], [-2/7 - 2*I/7, 4/7]]
  ordinary norm squared of psi: 6/7
<psi_1|S|psi_2>: 0
|<psi_1|psi_2>| without S: 0.2259
sum of outer products: [[3/4, -1/4], [-1/4, 3/4]]
S inverse, by matrix inversion: [[3/4, -1/4], [-1/4, 3/4]]
THREE-STATE PROBLEM WITH A DOUBLE LEVEL
H (hartree): [[4, 1, 1], [1, 3, 1], [1, 1, 3]]
S: [[3/2, 1/2, 1/2], [1/2, 3/2, 1/2], [1/2, 1/2, 3/2]]
double level, single level (hartree): 2 , 14/5
f, g in double level: [0, 1, 0] [0, 0, 1]  <f|S|g>: 1/2
g after S-orthogonalization: [0, -1/3, 1]
vector of single level: [-4, 1, 1]
outer-product sum before: [[4/5, -1/5, -1/5], [-1/5, 43/60, 1/20], [-1/5, 1/20, 43/60]]
outer-product sum after: [[4/5, -1/5, -1/5], [-1/5, 4/5, -1/5], [-1/5, -1/5, 4/5]]
S inverse: [[4/5, -1/5, -1/5], [-1/5, 4/5, -1/5], [-1/5, -1/5, 4/5]]
S NOT POSITIVE DEFINITE, H = [[0, 1], [1, 0]] hartree
q = -2: S = [[1, 0], [0, -1]]  levels (hartree): [-I, I]
q = -2: <v|S|v> of the two vectors: [0, 0]
q = -1: S = [[1, 0], [0, 0]]  det(H - eps S): -1
PLANE-WAVE ULTRASOFT MODEL
cell 8.0 bohr, k = 0.3 x 2pi/cell, 21 plane waves
V0 cos(2 pi x/cell): V0 = 0.3 hartree; D = -0.5 hartree; q = 0.4
Gaussian projector: center 3.0 bohr, width 0.5 bohr
b = 1.000000; S eigenvalues: min 1.0000, max 1.4000
lowest four levels (hartree): -0.30087 0.14596 0.50378 0.84981
largest |imaginary part| of a level (hartree): 7e-15
largest deviation of <psi_m|S|psi_n> from delta: 3e-15
largest |<psi_m|psi_n>|, m not n, without S: 0.0679
largest element of closure sum minus S inverse: 4e-15
largest element of closure sum minus identity: 0.0624
sum of |<beta|psi_n>|^2, lowest 1 states: 0.498446
sum of |<beta|psi_n>|^2, lowest 3 states: 0.593035
sum of |<beta|psi_n>|^2, lowest 5 states: 0.661568
sum of |<beta|psi_n>|^2, lowest 10 states: 0.712282
sum of |<beta|psi_n>|^2, lowest 21 states: 0.714286
b/(1+qb): 0.714286
sum of <psi_n|psi_n>: 20.714286; N - qb/(1+qb): 20.714286
```
